When more Padé points stop helping the continuation of a self-energy

**The argument under review**

Consider a hypothetical manuscript that computes a GW correlation self-energy on the imaginary axis and continues it to real energies with a Padé interpolant. To justify a large number of points it reasons as follows. Each further point adds information. The interpolant reproduces all the data, and a rational function of higher order can represent everything that one of lower order can. Unneeded poles will be cancelled by zeros. The continuation therefore improves with the number of points, and one should use as many as one can afford.

For exact data and exact arithmetic, adding points can indeed be very effective. The question is what happens to the unneeded parameters when the data carry a small error. The argument assumes that they switch themselves off, and this can be checked by algebra.

**Setting**

Energies are measured from the middle of the gap, in hartree (Ha). The static part of the self-energy has been removed, so that Σ(z) falls off at least as 1/z. I first take a self-energy with m distinct real poles p_s,

Σ(z) = A(z)/B(z), B(z) = (z − p_1)…(z − p_m),

where A has degree at most m − 1 and shares no zero with B. For a finite system in a finite basis, a matrix element of the GW self-energy has this form if the excitation energies contained in W are real, though m may be large. The data are given at 2n different points z_j = iω_j with ω_j > 0:

F_j = Σ(z_j) + ε η_j.

The numbers η_j are a fixed error pattern and ε is its size. The pattern may come from sampling, an incomplete quadrature or rounding; its origin does not matter below. The interpolant is P/Q, with P of degree at most n − 1 and Q monic of degree n. It has 2n free coefficients for 2n data. Let d = n − m be the number of unneeded poles.

The interpolant does not depend on the algorithm. If P/Q and P̃/Q̃ both pass through the data, PQ̃ − P̃Q vanishes at 2n points. Its degree is at most 2n − 1, so it is zero and the two fractions agree.

**Without errors the extra parameters are undetermined**

Set ε = 0, take d ≥ 1, and write the interpolation conditions in linear form, for the moment without fixing the leading coefficient of Q:

P(z_j) − Σ(z_j) Q(z_j) = 0.

Multiplication by B(z_j) shows that BP − AQ vanishes at all 2n points. Its degree is at most n + m − 1, which is less than 2n, so BP = AQ identically. Since A and B have no common zero, B divides Q, and therefore

Q = B D, P = A D,

with any polynomial D of degree at most d. These solutions form a space of dimension d + 1. With 2n + 1 unknown coefficients, the linear system has rank

2n + 1 − (d + 1) = n + m.

The cancellation invoked in the manuscript does occur here: D drops out of P/Q. But the data do not say where the cancelling pairs lie. For two poles and eight points (m = 2, n = 4) the computed rank is 6, as it should be. Two of the eight equations carry no new information.

**With errors, the errors determine them**

Now let ε ≠ 0. Define a polynomial T by

B P − A Q = ε T.

Its degree is at most n + m − 1. At a data point P = F_j Q, so that

ε T(z_j) = B(z_j) [F_j − Σ(z_j)] Q(z_j) = ε η_j B(z_j) Q(z_j).

Dividing by ε gives

T(z_j) = η_j B(z_j) Q(z_j).

Thus 2n values must lie on a polynomial of degree at most n + m − 1 = 2n − 1 − d. This imposes d conditions. To write them down, let

w_j = 1/∏_{l≠j} (z_j − z_l).

By Lagrange's formula, the polynomial of degree at most 2n − 1 through values y_j has the coefficient sum_j w_j y_j in front of z^(2n−1). If the y_j come from a polynomial of degree at most 2n − 1 − d, then multiplying it by z^k with k = 0, …, d − 1 still leaves the degree below 2n − 1, so

sum_j w_j z_j^k y_j = 0, k = 0, …, d − 1.

Conversely, suppose that these sums vanish but the interpolating polynomial has a degree s > 2n − 1 − d. Multiply it by z^k with k = 2n − 1 − s, which is one of the allowed values. The product has degree 2n − 1 and a nonzero leading coefficient equal to one of the sums, a contradiction. The conditions are therefore necessary and sufficient:

sum_j w_j z_j^k η_j B(z_j) Q(z_j) = 0, k = 0, …, d − 1.

The size ε has dropped out. What remains is the limit of Q. Division by B gives Q = BD + q, with D monic of degree d and q of degree below m. At a true pole B(p_s) = 0, and the definition of T gives

A(p_s) q(p_s) = −ε T(p_s).

Since A(p_s) ≠ 0, this suggests writing q = ε q₁. The d conditions above and these m conditions form a linear system for the coefficients of D and q₁, with coefficients that are polynomials in ε. At ε = 0 the first group contains D alone:

sum_j w_j z_j^k η_j B(z_j)² D(z_j) = 0, k = 0, …, d − 1.

I call the error pattern generic if this has a unique monic solution D of degree d, with simple zeros that avoid the zeros of A and B and the data points. The second group then fixes q₁ through its values at m distinct points. The determinant of the whole system is nonzero at ε = 0, so by Cramer's rule its solution is smooth in ε near zero. Hence Q = BD + O(ε) and P = AD + O(ε).

So m poles of the interpolant approach the true poles, while the other d approach the zeros of D. The pattern η fixes these zeros, together with the grid and the true poles; the size ε does not. For one unneeded pole, D = z − ζ and

ζ = sum_j w_j η_j B(z_j)² z_j / sum_j w_j η_j B(z_j)².

Reducing all errors by a factor of a thousand leaves ζ where it was.

**How well the pairs cancel**

Let R be the limit of T for ε → 0. It takes the values η_j B(z_j)² D(z_j) at the data points. The error of the continuation follows from the definition of T:

P/Q − A/B = (BP − AQ)/(BQ) = εT/(BQ) = εR/(B²D) + O(ε²).

The last step holds at a fixed z away from the zeros of B and D.

Near a simple zero ζ of D, the interpolant has a pole z_p. There Q(z_p) = 0, so BP = εT gives P(z_p) = εT(z_p)/B(z_p). The derivative of Q tends to B(ζ)D′(ζ), because the term B′D vanishes at ζ. The residue r = P(z_p)/Q′(z_p) is therefore, to first order,

r = ε R(ζ) / [B(ζ)² D′(ζ)].

The numerator P tends to AD and so has a zero z_0 near the same ζ, with P′ → A(ζ)D′(ζ). From 0 = P(z_p) + P′(z_p)(z_0 − z_p) to first order,

z_0 − z_p = −ε R(ζ) / [A(ζ) B(ζ) D′(ζ)] = −r B(ζ)/A(ζ) = −r/Σ(ζ).

A pole and a zero separated by a distance of order ε form a Froissart doublet. The doublet adds r/(z − z_p) to the continued function. This is small far away, but it reaches a tolerance τ at the distance |r|/τ from the pole. The cancellation is thus real but incomplete, and its quality depends on where the doublet lies relative to the energy of interest.

A small residue beside a zero does not by itself prove that a pole is spurious. Suppose the small term εη_j consists of the values of a genuine weak contribution with d further poles. Then Σ plus this contribution is itself a rational function of order n, the interpolant reproduces it, and the "extra" poles are true ones with small residues. Position can decide some cases. The exact self-energy continued from the upper half-plane has no poles there, so a pole found well above the real axis is an artefact. A pole found very close to the axis may instead be a true one that the data errors have pushed slightly upwards.

**A case with known poles**

Take round model parameters: poles at −1 and 1.5 Ha with weights 0.2 and 0.1 Ha². At 0.4 Ha, in the gap,

Σ = 0.2/1.4 + 0.1/(−1.1) = 0.0519 Ha.

The frequencies are ω_j = 1 − cos[(j − ½)π/N] Ha, j = 1, …, N, with N = 2n. They lie between 0 and 2 Ha. Four points suffice for two poles; I use eight. One pattern of complex Gaussian errors with an rms modulus of 10⁻⁶ Ha produces two doublets.

- The first has its pole at 0.043 + 1.068i Ha, with |r| = 1.05 × 10⁻⁷ Ha². Its zero is 7.7 × 10⁻⁷ Ha away.
- The second has its pole at −0.848 + 2.193i Ha, with |r| = 6.9 × 10⁻⁶ Ha². Its zero is 6.1 × 10⁻⁵ Ha away.

Both poles lie more than 1 Ha above the real axis, much too far to be displaced true poles, and are artefacts. Their distances from the target energy are 1.13 and 2.52 Ha, so their contributions there have the moduli

1.05 × 10⁻⁷/1.13 = 0.09 × 10⁻⁶ Ha,
6.9 × 10⁻⁶/2.52 = 2.7 × 10⁻⁶ Ha.

Together they contribute at most 2.8 × 10⁻⁶ Ha, whereas the total error is 4.7 × 10⁻⁶ Ha. By partial fractions the rest, at least 1.9 × 10⁻⁶ Ha, comes from changes in the two true poles and their residues. Deleting the doublets would not remove it.

A single pattern says little about the typical case. For n = m there is no unneeded pole, D = 1, and the first-order error is linear in the η_j. With independent complex Gaussian errors of uniform phase it is again such a number, and its modulus exceeds t with probability exp(−t²/s²) for some s. The median is s√(ln 2) and the 99th percentile is s√(ln 100), with the ratio

√(ln 100/ln 2) = 2.58.

Over 4000 patterns, four points give 2.54 for this ratio and a median error of 6.5 × 10⁻⁶ Ha. Eight points give nearly the same median, 6.2 × 10⁻⁶ Ha, but a ratio of 6.4. The 99th percentile therefore rises from about 1.7 × 10⁻⁵ to 4.0 × 10⁻⁵ Ha. At this energy and with these two grids, twice as many points have bought almost nothing in the typical case and have made the bad cases worse. The outcome depends on the energy. At 0.8 and 1.2 Ha the ratio for eight points is about 8. At 0 Ha, next to the lowest frequencies, eight points lower the median from 1.5 × 10⁻⁶ to 1.0 × 10⁻⁶ Ha and the ratio stays at 2.6. It also depends on the grid: every second point of the eight-point grid gives a median of 3.9 × 10⁻⁶ or 1.3 × 10⁻⁵ Ha at 0.4 Ha, depending on which four are kept.

The formula εR/(B²D) suggests why: D now depends on the errors and can be small at the target energy. Since R changes along with D, the formula alone does not settle the matter, so the association was tested. In the tenth of the patterns whose spurious pole comes closest to the target, within 0.48 Ha, the median error is 1.35 × 10⁻⁵ Ha. In the others it is 5.9 × 10⁻⁶ Ha.

**Rounding is also an error pattern**

The authors might reply that their data have no statistical noise. The derivation never used randomness. Storing the data in double precision changes them by about one part in 10¹⁶, and these changes can serve as εη_j.

For the same eight points, with all later arithmetic done to 80 digits, rounding of the data alone produces two doublets. One pole lies at 0.290 + 0.171i Ha, only 0.20 Ha from the target. Its residue has the modulus 4.6 × 10⁻¹⁸ Ha², so it contributes about 2 × 10⁻¹⁷ Ha there. It is a genuine Froissart doublet and quite harmless. Its position belongs to one rounding pattern, obtained with the weights and frequencies stored as double-precision numbers and Σ evaluated exactly before rounding. Any change in the last bits moves it: with the exact weights 1/5 and 1/10 the nearer pole lies at 0.46 + 0.91i Ha, with a residue of the same order. The numerical check confirms the first-order positions, residues and separations both for these rounding errors and for weak random noise.

**A continuum: where the gain ends**

With few poles one could simply stop at n = m. A self-energy with a continuum offers no such number, and more points are then useful at first. As a second model, spread a weight of 0.2 Ha² uniformly over 1 to 3 Ha and the same weight over −3 to −1 Ha. The density is 0.1 Ha, and integrating 1/(z − x) over both intervals gives

Σ(z) = 0.1 Ha × { ln[(z − 1)/(z − 3)] + ln[(z + 3)/(z + 1)] },

with z in Ha. At z = 0.4 this is

0.1 × [ln(0.6/2.6) + ln(3.4/1.4)] = −0.0579 Ha.

The absolute errors there, in Ha, for N points on the frequency grid above are:

N = 8: exact data 7.7 × 10⁻⁵; noisy data 2.4 × 10⁻⁴
N = 12: exact data 1.2 × 10⁻⁶; noisy data 1.4 × 10⁻⁴
N = 16: exact data 4.1 × 10⁻⁸; noisy data 1.7 × 10⁻⁴
N = 32: exact data 2.4 × 10⁻¹⁵; noisy data 2.6 × 10⁻⁴

The noisy values are medians over 61 patterns, again with an rms error of 10⁻⁶ Ha. From N = 4, where both errors are 5.1 × 10⁻³ Ha, the first additional points help greatly. The lowest noisy median in the computed set occurs at N = 12 and amounts to 3.7 meV; at N = 32 it is 7.1 meV. The sample is too small to locate the optimum finely, and the grid changes with N. What the check asserts is weaker: the median at 32 points is not below one tenth of the best median found with up to 16.

At N = 12 the exact-data error is about a hundred times smaller than the noisy one, so a lack of flexibility is no longer the limit. The noise is: the median error is about 140 times the rms data error. This ratio is not a constant gain, because the response is far from linear at this noise level. For infinitesimal errors the gain at N = 12 is about 2.4 × 10⁴, and the median error falls only to 2.2 × 10⁻⁵, 1.5 × 10⁻⁵ and 1.2 × 10⁻⁵ Ha when the data error is reduced to 10⁻⁷, 10⁻⁸ and 10⁻⁹ Ha. My theorem on doublets assumed a finite m < n and does not cover this case. In particular, it does not say that the surplus poles keep their positions here when the errors shrink.

**What double precision does and does not limit**

Two further calculations separate the rounding of the data from the rounding of the arithmetic. The interpolant is evaluated as Thiele's continued fraction. Starting from g_1(z_j) = F_j and a_p = g_p(z_p), one forms

g_{p+1}(z) = [a_p − g_p(z)] / [(z − z_p) g_p(z)],

which is the same as

g_p(z) = a_p / [1 + (z − z_p) g_{p+1}(z)].

The fraction is closed by setting g_N(z) = a_N. If g_{p+1} = U/V, then g_p = a_p V/[V + (z − z_p)U], so the degree bounds of numerator and denominator run (0, 0), (0, 1), (1, 1), (1, 2), … and reach (n − 1, n) after N − 1 = 2n − 1 steps. The recursion holds exactly at the data points, so g_1 passes through the data, and by the uniqueness shown above it is the interpolant P/Q. The differences a_p − g_p can lose digits through cancellation. The errors at 0.4 Ha, in Ha, are:

N = 16: rounded data 4.1 × 10⁻⁸; all in double precision 3.7 × 10⁻⁸
N = 24: rounded data 1.5 × 10⁻¹⁰; all in double precision 1.8 × 10⁻⁹
N = 32: rounded data 2.3 × 10⁻¹¹; all in double precision 8 × 10⁻¹⁰
N = 48: rounded data 1.1 × 10⁻¹⁰; all in double precision 2.1 × 10⁻⁹

"Rounded data" means double-precision data followed by 80-digit arithmetic. With exact data the error at N = 48 is 7 × 10⁻²². At N = 16 the order still limits the accuracy and the two errors are similar. At N = 24, 32 and 48, high-precision arithmetic gives an error ten to forty times smaller than the all-double calculation in this example, but it cannot restore digits that the data no longer contain. That factor belongs to one rounding pattern; on grids rescaled by a few parts in 10¹² it ranges from 3 to over 400. With this continued fraction evaluated in double precision throughout and the points taken in order of increasing frequency, the rapid gain ends between 16 and 24 points for this model, grid and energy. The loss depends on the algorithm and on the order of the points: taken in reverse order, the same fraction in double precision gives about 1.5 × 10⁻¹⁰ Ha at N = 24 and 2 × 10⁻¹⁰ Ha at N = 32 and 48.

The remaining error of about 2 × 10⁻⁹ Ha is 4 × 10⁻⁸ of Σ. That is far above the relative rounding error of the data, yet far below a meV. If data were accurate to the last stored digit, double precision would be no practical obstacle in this example. With errors of 10⁻⁶ Ha in the data, the lowest median error in the computed set was already found at 12 points.

**What I ask of the authors**

Agreement of the interpolant with its input should not be offered as evidence of accuracy, since it holds by construction for every N. The authors should estimate the error of their imaginary-axis data, perturb the data by that amount, and report the spread of the continued self-energy at the energies they use, for several values of N. Where the change obtained by adding points is not clearly larger than the spread, it may itself be noise and is no evidence that the higher order helps. Reducing the data error is then one way forward, although, as the continuum model shows, the gain at fixed N need not be proportional to the reduction. A fit of fixed lower order to more points is a different procedure and was not examined here. The spread does not reveal an error due to too low an order, so the comparison between different N is still needed.

Computed results

```
Two-pole model: poles (-1.0, 1.5) Ha, weights (0.2, 0.1) Ha^2
frequency range 0 to 2.0 Ha; target energy 0.4 Ha
exact Sigma at target: 0.051948 Ha
points 8, unknowns 9 (with scale), rank without noise 6
One noise pattern, rms noise 1e-06 Ha:
 doublet 1: pole +0.0433+1.0677i Ha, first order +0.0433+1.0677i Ha
  residue -9.79e-08+3.91e-08i Ha^2, first order -9.79e-08+3.91e-08i Ha^2
  zero minus pole +5.19e-07+5.64e-07i Ha
 doublet 2: pole -0.8476+2.1929i Ha, first order -0.8475+2.1929i Ha
  residue -1.64e-06+6.66e-06i Ha^2, first order -1.64e-06+6.66e-06i Ha^2
  zero minus pole +5.61e-05+2.28e-05i Ha
 shifts of true poles: 5.51e-05, 3.17e-04 Ha
 |error| at target 4.71e-06 Ha, first order 4.71e-06 Ha
Same points, only error = rounding of data to double precision:
 doublet 1: pole +0.2895+0.1708i Ha, |residue| 4.57e-18 Ha^2, |zero-pole| 5.85e-17 Ha
 doublet 2: pole -0.0326+1.2606i Ha, |residue| 1.26e-18 Ha^2, |zero-pole| 9.18e-18 Ha
4000 noise patterns, rms 1e-06 Ha, |error| at target:
 4 points: median 6.50e-06 Ha, 99%/median 2.54 (Rayleigh 2.58)
 8 points: median 6.21e-06 Ha, 99%/median 6.41
 8 points, spurious pole within 0.482 Ha (closest tenth): median 1.35e-05 Ha
 8 points, all other patterns: median 5.87e-06 Ha
Continuum model: 1 to 3 Ha and mirror image, weight 0.2 Ha^2 each
exact Sigma at target: -0.057903 Ha
|error| at target in Ha:
 N   exact data  rounded data  all double
 4   5.09e-03    5.09e-03      5.09e-03
 8   7.67e-05    7.67e-05      7.67e-05
12   1.24e-06    1.24e-06      1.24e-06
16   4.11e-08    4.11e-08      3.69e-08
24   1.36e-11    1.47e-10      1.76e-09
32   2.43e-15    2.26e-11      8.15e-10
48   6.78e-22    1.08e-10      2.13e-09
61 noise patterns, rms 1e-06 Ha, |error| in Ha:
 N   median     90th percentile
 4   5.09e-03   5.09e-03
 8   2.43e-04   3.93e-04
12   1.38e-04   3.71e-04
16   1.72e-04   3.40e-04
24   2.09e-04   5.15e-04
32   2.61e-04   6.16e-04
lowest noisy median: N = 12, 3.74 meV
noisy median at N = 32: 7.09 meV
```
